# Ham's diffusion-limited precipitation rate for metal among dilute spherical sinks: a numerical check

```python
"""Ham's diffusion-limited precipitation rate.

Result under test: the mean excess of a dissolved metal among N fixed
spherical sinks per volume, radius r0, decays at the rate 4*pi*D*N*r0 when
eps = r0/R is small, where R = (3/(4*pi*N))**(1/3) is the cell radius and
D is the diffusivity. In the spherical cell the next factor is 1 + 9*eps/5.
Dimensionless work uses R = 1 and D = 1, so that Ham's rate is 3*eps.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erfc


def cell_spectrum(eps, uptake=np.inf, n=800):
    """Decay rates and weights of the mean excess, from finite volumes.

    uptake is the surface uptake velocity in units of D/R.
    """
    face = np.geomspace(eps, 1.0, n + 1)
    node = np.sqrt(face[1:] * face[:-1])
    volume = (face[1:]**3 - face[:-1]**3) / 3
    link = 1 / (1 / node[:-1] - 1 / node[1:])
    surface_resistance = 0.0 if np.isinf(uptake) else 1 / (eps**2 * uptake)
    to_sink = 1 / (1 / eps - 1 / node[0] + surface_resistance)
    total = np.zeros(n)
    total[:-1] += link
    total[1:] += link
    total[0] += to_sink
    rates, vectors = eigh_tridiagonal(
        total / volume, -link / np.sqrt(volume[:-1] * volume[1:]))
    weights = (np.sqrt(volume) @ vectors)**2 / volume.sum()
    return rates, weights


def mode_rate(eps):
    """Lowest rate from tan(k(1-eps)) = k."""
    def condition(k):
        return np.sin(k * (1 - eps)) - k * np.cos(k * (1 - eps))
    return brentq(condition, np.sqrt(3 * eps), np.pi / (2 * (1 - eps)),
                  xtol=1e-14)**2


def interaction_matrix(points, alpha=6.0):
    """4*pi times the zero-mean periodic Green function in a unit box.

    The diagonal holds its regular part, with 1/r removed.
    """
    m = np.arange(-7, 8)
    k = 2 * np.pi * np.array(np.meshgrid(m, m, m)).reshape(3, -1).T
    k2 = (k**2).sum(axis=1)
    k, k2 = k[k2 > 0], k2[k2 > 0]
    factor = 4 * np.pi * np.exp(-k2 / (4 * alpha**2)) / k2
    phase = points @ k.T
    cosine, sine = np.cos(phase), np.sin(phase)
    matrix = (cosine * factor) @ cosine.T + (sine * factor) @ sine.T
    gap = points[:, None, :] - points[None, :, :]
    gap -= np.round(gap)
    distance = np.sqrt((gap**2).sum(axis=2))
    np.fill_diagonal(distance, 1.0)
    near = erfc(alpha * distance) / distance
    np.fill_diagonal(near, -2 * alpha / np.sqrt(np.pi))
    return matrix + near - np.pi / alpha**2


# Example inputs: iron in silicon; material parameters are rough typical values.
T = 873.15                       # K
kT = const.k * T / const.e       # eV
D_prefactor, D_energy = 1e-3, 0.67       # cm2/s, eV
S_prefactor, S_energy = 1.8e26, 2.94     # cm-3, eV
N, r0 = 1e9, 50e-7               # cm-3, cm
c_start, c_target = 1e12, 1e11   # cm-3
D = D_prefactor * np.exp(-D_energy / kT)
c_eq = S_prefactor * np.exp(-S_energy / kT)
R = (3 / (4 * np.pi * N))**(1 / 3)
eps = r0 / R
tau = 1 / (4 * np.pi * D * N * r0)
time_unit = R**2 / D

print("temperature = %.2f K, kT = %.5f eV" % (T, kT))
print("D prefactor = %.1e cm2/s, energy = %.2f eV" % (D_prefactor, D_energy))
print("solubility prefactor = %.1e cm-3, energy = %.2f eV"
      % (S_prefactor, S_energy))
print("sink density = %.1e cm-3, radius = %.1f nm" % (N, r0 * 1e7))
print("initial iron = %.1e cm-3, target = %.1e cm-3" % (c_start, c_target))
print("D = %.3e cm2/s, c_eq = %.2e cm-3" % (D, c_eq))
print("cell radius R = %.3f um, eps = r0/R = %.5f" % (R * 1e4, eps))
print("Ham rate = %.3e 1/s, tau = %.1f s" % (1 / tau, tau))

# Lowest decay rate: diagonalization, mode equation and dilute law.
print("eps, lowest rate / Ham rate: diagonalized, mode eq., 1+1.8 eps")
for e in (0.005, 0.01, 0.02, 0.05, 0.1):
    numeric, root = cell_spectrum(e)[0][0], mode_rate(e)
    assert abs(numeric / root - 1) < 5e-4    # grid and rounding error
    assert abs(root / (3 * e) - 1 - 1.8 * e) < 6 * e**2
    print("  %.3f  %.5f  %.5f  %.5f"
          % (e, numeric / (3 * e), root / (3 * e), 1 + 1.8 * e))
slope = (mode_rate(1e-3) / 3e-3 - 1) / 1e-3
assert abs(slope - 9 / 5) < 0.01
print("first correction coefficient at eps=0.001 = %.4f" % slope)

# Weight of the slow mode, transient and mean capture time.
rates, weights = cell_spectrum(eps)
assert abs(weights.sum() - 1) < 1e-9
lost_weight = 1 - weights[0]
assert abs(lost_weight / (108 / 175 * eps**2) - 1) < 0.1
early = 5e-3
inflow = (1 - eps**3) / 3 * np.sum(weights * rates * np.exp(-rates * early))
early_law = 1 + eps / np.sqrt(np.pi * early)
assert abs(inflow / eps / early_law - 1) < 2e-3
shell = (1 - eps**3) / 3
mean_time = (1 / (3 * eps) + eps**2 / 6 - (1 - eps**2) / (6 * shell)
             - (1 - eps**5) / (30 * shell))
assert abs(np.sum(weights / rates) / mean_time - 1) < 5e-4
print("1 - slow-mode weight = %.3e, 108 eps^2/175 = %.3e"
      % (lost_weight, 108 / 175 * eps**2))
print("second mode: rate R^2/D = %.3f, lifetime = %.3f s"
      % (rates[1], time_unit / rates[1]))
print("inflow / steady inflow at %.4f s: cell %.4f, law %.4f"
      % (early * time_unit, inflow / eps, early_law))
print("mean capture time in the cell = %.1f s" % (mean_time * time_unit))


def cell_mean(t):
    """Mean excess fraction at time t in seconds."""
    return np.sum(weights * np.exp(-rates * t / time_unit))


print("t/tau, remaining excess fraction: cell, Ham")
for x in (0.5, 1.0, 2.0, 3.0):
    assert abs(cell_mean(x * tau) / np.exp(-x) - 1) < 2.5 * eps * x
    print("  %.1f  %.5f  %.5f" % (x, cell_mean(x * tau), np.exp(-x)))
fraction = (c_target - c_eq) / (c_start - c_eq)
t_ham = -tau * np.log(fraction)
t_cell = brentq(lambda t: cell_mean(t) - fraction, 0.1 * t_ham, 2 * t_ham)
assert abs(t_cell / t_ham - 1) < 0.03
print("time to target: Ham %.1f s (%.2f min), cell %.1f s"
      % (t_ham, t_ham / 60, t_cell))

# Finite uptake velocity s, tested at s*r0/D = 1 where it halves the radius.
slow_rate = cell_spectrum(eps, uptake=1 / eps)[0][0]
half = eps / 2
assert abs(slow_rate / (3 * half * (1 + 1.8 * half)) - 1) < 1e-3
print("rate / Ham rate at s r0/D = 1: %.5f" % (slow_rate / (3 * eps)))

# Many sinks: cubic lattice, random positions, unequal radii.
one = np.zeros((1, 3))
self_term = -interaction_matrix(one)[0, 0]
assert abs(self_term + interaction_matrix(one, 5.0)[0, 0]) < 1e-4
cubic = self_term * (3 / (4 * np.pi))**(1 / 3)
assert abs(cubic / 1.8 - 1) < 0.03
print("cubic lattice: self term = %.4f, coefficient of eps = %.4f"
      % (self_term, cubic))
rng = np.random.default_rng(7)
count, samples = 300, 6
small_radius = eps * (3 / (4 * np.pi * count))**(1 / 3)
equal, unequal = [], []
for _ in range(samples):
    coupling = interaction_matrix(rng.random((count, 3)))
    for spread, store in ((0.0, equal), (0.5, unequal)):
        radii = small_radius * (1 + spread * rng.uniform(-1, 1, count))
        flows = np.linalg.solve(coupling + np.diag(1 / radii), np.ones(count))
        store.append(flows.sum() / radii.sum())
assert abs(np.mean(equal) - 1) < 0.02
assert abs(np.mean(unequal) - 1) < 0.02
print("random arrays: %d sets of %d sinks" % (samples, count))
print("1/(mean capture time) / Ham rate, equal radii = %.4f"
      % np.mean(equal))
print("same, radii spread by +-50 %%, mean radius used = %.4f"
      % np.mean(unequal))

# Sizes of neglected effects for the example.
jump = 0.235e-7                  # cm, rough interstitial jump length
print("jump-limited uptake (jump %.3f nm): rate change = %.2f %%"
      % (jump * 1e7, 100 * (1 / (1 + jump / r0) - 1)))
atom_volume = 0.04e-21           # cm3 per iron atom in silicide, rough
atoms = (c_start - c_target) / N
growth = (1 + 3 * atoms * atom_volume / (4 * np.pi * r0**3))**(1 / 3) - 1
print("iron per sink at target = %.0f atoms, volume each = %.3f nm3"
      % (atoms, atom_volume * 1e21))
print("relative sink growth if spread evenly = %.2e" % growth)
coulomb = const.e**2 / (4 * np.pi * const.epsilon_0 * 11.7 * const.k * T) * 100
x = coulomb / r0
attraction = 1 / quad(lambda r: np.exp(-x / r) / r**2, 1, np.inf)[0]
assert abs(attraction - 1 - x / 2) < x**2
print("Coulomb length (permittivity 11.7) = %.3f nm" % (coulomb * 1e7))
print("one unscreened sink charge, Fe+: rate change = %.2f %%"
      % (100 * (attraction - 1)))
wafer = 0.07                     # cm
surface_rate = np.pi**2 * D / wafer**2
print("wafer %.1f mm: surface loss / Ham rate = %.2f %%"
      % (wafer * 10, 100 * surface_rate * tau))
print("diffusion length sqrt(D tau) = %.1f um" % (np.sqrt(D * tau) * 1e4))
hotter = np.exp(D_energy / kT * (1 - T / (T + 10))) - 1
print("10 K hotter: rate change = %.1f %%" % (100 * hotter))
clump = (3 * atoms * atom_volume / (4 * np.pi))**(1 / 3)
tension = 1.0                    # J/m2, rough
exponent = 2 * tension * atom_volume * 1e-6 / (clump * 1e-2 * const.k * T)
c_clump = c_eq * np.exp(exponent)
print("one compact clump per sink: radius = %.2f nm" % (clump * 1e7))
print("interface energy = %.1f J/m2: c_eq factor = %.1f, c_eq = %.2e cm-3"
      % (tension, np.exp(exponent), c_clump))
tau_clump = 1 / (4 * np.pi * D * N * clump)
print("capture by that clump alone: tau = %.0f s, %.1f times longer"
      % (tau_clump, tau_clump / tau))
print("tests ok")
```

Output:

```
temperature = 873.15 K, kT = 0.07524 eV
D prefactor = 1.0e-03 cm2/s, energy = 0.67 eV
solubility prefactor = 1.8e+26 cm-3, energy = 2.94 eV
sink density = 1.0e+09 cm-3, radius = 50.0 nm
initial iron = 1.0e+12 cm-3, target = 1.0e+11 cm-3
D = 1.358e-07 cm2/s, c_eq = 1.93e+09 cm-3
cell radius R = 6.204 um, eps = r0/R = 0.00806
Ham rate = 8.530e-03 1/s, tau = 117.2 s
eps, lowest rate / Ham rate: diagonalized, mode eq., 1+1.8 eps
  0.005  1.00907  1.00907  1.00900
  0.010  1.01827  1.01827  1.01800
  0.020  1.03708  1.03708  1.03600
  0.050  1.09702  1.09702  1.09000
  0.100  1.21016  1.21016  1.18000
first correction coefficient at eps=0.001 = 1.8026
1 - slow-mode weight = 3.974e-05, 108 eps^2/175 = 4.009e-05
second mode: rate R^2/D = 20.536, lifetime = 0.138 s
inflow / steady inflow at 0.0142 s: cell 1.0643, law 1.0643
mean capture time in the cell = 115.5 s
t/tau, remaining excess fraction: cell, Ham
  0.5  0.60207  0.60653
  1.0  0.36250  0.36788
  2.0  0.13141  0.13534
  3.0  0.04764  0.04979
time to target: Ham 272.0 s (4.53 min), cell 268.0 s
rate / Ham rate at s r0/D = 1: 0.50365
cubic lattice: self term = 2.8373, coefficient of eps = 1.7601
random arrays: 6 sets of 300 sinks
1/(mean capture time) / Ham rate, equal radii = 1.0028
same, radii spread by +-50 %, mean radius used = 1.0030
jump-limited uptake (jump 0.235 nm): rate change = -0.47 %
iron per sink at target = 900 atoms, volume each = 0.040 nm3
relative sink growth if spread evenly = 2.29e-05
Coulomb length (permittivity 11.7) = 1.636 nm
one unscreened sink charge, Fe+: rate change = 1.64 %
wafer 0.7 mm: surface loss / Ham rate = 3.21 %
diffusion length sqrt(D tau) = 39.9 um
10 K hotter: rate change = 10.6 %
one compact clump per sink: radius = 2.05 nm
interface energy = 1.0 J/m2: c_eq factor = 25.5, c_eq = 4.93e+10 cm-3
capture by that clump alone: tau = 2861 s, 24.4 times longer
tests ok
```
